\section*{Resistivity of a grain-boundary depletion layer for monovalent ions}

\section{Problem}

A ceramic conducts by positive ions of charge one. Its grain boundaries have thin, positively charged cores, which repel these ions and leave a depletion layer on each side. Take a flat core and let $x$ be the distance from it. The compensating acceptors are singly charged, immobile and uniform, with density $N$. Far from the core the mobile ions also have density $N$, so the bulk is neutral. The ions are dilute, and their mobility does not depend on position.

The electrostatic potential is zero in the bulk and $V=0.40$ V at the core; the temperature is 700 K. The other parameters are a relative permittivity $\varepsilon=75$, $N=0.14\ \mathrm{nm^{-3}}$ and a spacing $d=1000$ nm between boundaries. The resistance of the core itself is left out.

\begin{enumerate}
\item Estimate the resistivity of the depletion layer, averaged over its width, relative to the bulk.
\item Calculate the same ratio without the approximations of the estimate, and compare.
\item Find the effect on the ceramic as a whole, and how far the answer depends on the model.
\end{enumerate}

The resistivity is the small-signal dc one: the applied voltage across one boundary is small compared with $kT/e$. The algebra uses atomic units, $e=1$ and $4\pi\varepsilon_0=1$, so that a potential and the energy of an ion in it are the same quantity.

\section{First estimate by scaling}

Let the layer have width $\lambda$. Its charge density is uniform, so the field grows linearly from zero at the outer edge to its largest value at the core. The mean field is $V/\lambda$, and the field at the core is twice that, $2V/\lambda$.

The ion density falls by the Boltzmann factor, so the resistivity at the core exceeds the bulk value by $e^{u}$, where $u=V/kT$. Moving away from the core, the resistivity drops by a factor $e$ once the potential has dropped by $kT$. This takes a distance
\begin{equation}
\ell=\frac{kT}{2V/\lambda}=\frac{\lambda}{2u}.
\end{equation}
The resistance of the layer is therefore roughly that of a slab of thickness $\ell$ with the core resistivity. Spread over the width $\lambda$, this gives
\begin{equation}
R_0=\frac{e^{u}\,\ell}{\lambda}=\frac{e^{u}}{2u}.
\label{eq:lead}
\end{equation}
With $kT=0.060321$ eV,
\begin{equation}
u=\frac{0.40}{0.060321}=6.631,\qquad
R_0=\frac{758.4}{2\times 6.631}=57.2 .
\end{equation}
The estimate is an enhancement near 57.

\section{Exact solution of the depletion model}

\subsection{Potential}

In the depletion approximation the charge density is $-N$ for $0<x<\lambda$ and zero beyond. Poisson's equation, $\phi''=-4\pi(\text{charge density})/\varepsilon$, becomes $\phi''=4\pi N/\varepsilon$. Both $\phi$ and $\phi'$ vanish at $x=\lambda$. Two integrations give
\begin{equation}
\phi'=-\frac{4\pi N}{\varepsilon}(\lambda-x),\qquad
\phi=\frac{2\pi N}{\varepsilon}(\lambda-x)^2 .
\end{equation}
Setting $\phi(0)=V$ fixes the width:
\begin{equation}
\lambda=\sqrt{\frac{\varepsilon V}{2\pi N}},\qquad
\phi=V\left(1-\frac{x}{\lambda}\right)^2 .
\label{eq:width}
\end{equation}
In SI units, where $4\pi\varepsilon_0$ is restored,
\begin{equation}
\lambda=\sqrt{\frac{2\times75\,\varepsilon_0\times0.40\ \mathrm{V}}{e\times0.14\ \mathrm{nm^{-3}}}}=4.87\ \mathrm{nm}\quad(48.7\ \text{\AA}).
\end{equation}

\subsection{Transport}

Ions of density $c$ and mobility $b$ (velocity per unit force) are driven by the gradient of the electrochemical potential $\mu=kT\ln c+\phi$, up to a constant:
\begin{equation}
J=-bc\,\frac{d\mu}{dx}=-bkT\,\frac{dc}{dx}-bc\,\frac{d\phi}{dx}.
\end{equation}
The two terms are diffusion and drift. At equilibrium $\mu$ is uniform, hence $c=N e^{-\phi/kT}$. For a small applied voltage $d\mu/dx$ is already of first order, so $c$ in front of it may be given its equilibrium value. In the steady state $J$ is the same at all $x$, and the drop of $\mu$ across the layer is
\begin{equation}
-\Delta\mu=J\int_0^\lambda\frac{dx}{bc}.
\end{equation}
Local resistivities $\rho=1/(bc)$ thus add in series. With the bulk value $\rho_b=1/(bN)$, $\rho/\rho_b=e^{\phi/kT}$.

\subsection{Average}

Divide the resistance by $\rho_b\lambda$, insert Eq.~(\ref{eq:width}) and put $s=1-x/\lambda$:
\begin{equation}
R=\frac1\lambda\int_0^\lambda e^{\phi/kT}dx=\int_0^1e^{us^2}ds .
\label{eq:R}
\end{equation}
The substitution $t=\sqrt u\,s$ and the definition $\operatorname{erfi}(z)=(2/\sqrt\pi)\int_0^z e^{t^2}dt$ give
\begin{equation}
R=\frac{1}{\sqrt u}\int_0^{\sqrt u}e^{t^2}dt=\frac{\sqrt\pi\,\operatorname{erfi}(\sqrt u)}{2\sqrt u}.
\end{equation}
At $u=6.631$ this is $R=63.2$. Density and permittivity have cancelled: they set the width of the layer, but not its mean resistivity at a given barrier.

\subsection{The ceramic}

A period $d$ holds two depletion layers and a length $d-2\lambda$ of bulk. For flat boundaries in series,
\begin{equation}
\frac{\rho_{\rm ceramic}}{\rho_b}=\frac{(d-2\lambda)+2\lambda R}{d}=1+\frac{2\lambda(R-1)}{d}.
\end{equation}
Each layer adds the resistance of $\lambda(R-1)=303$ nm of bulk. The ratio is $1+2\times303/1000=1.61$. A layer resistivity 63 times the bulk value thus raises that of the ceramic by about 60\%, because the layers fill about 1\% of the length.

\section{Comparison of the two}

The exact average is 1.106 times the estimate. That the exact average cannot fall below the estimate, apart from a term exponentially small at high barriers, follows from $(1-s)^2\ge0$, that is, $s^2\ge2s-1$:
\begin{equation}
R\ge\int_0^1e^{u(2s-1)}ds=\frac{e^{u}-e^{-u}}{2u}=R_0\left(1-e^{-2u}\right).
\end{equation}
The integrand on the right belongs to the tangent of the potential at the core, which is what the estimate used. The true potential is a parabola lying above its tangent, so the resistivity falls off more slowly.

The size of the difference follows from integration by parts. Since $e^{us^2}=(2us)^{-1}\,d(e^{us^2})/ds$, for any power $m\geq 0$
\begin{equation}
\int\frac{e^{us^2}}{s^{m}}ds=\frac{e^{us^2}}{2u\,s^{m+1}}+\frac{m+1}{2u}\int\frac{e^{us^2}}{s^{m+2}}ds .
\end{equation}
Apply this between $s=\tfrac12$ and $s=1$. The lower limit and the omitted range $0<s<\tfrac12$ contribute terms of order $e^{u/4}$, exponentially small beside $e^u$. Using $m=0,2,4$ in turn,
\begin{align}
R&=\frac{e^u}{2u}+\frac1{2u}\,\frac{e^u}{2u}+\frac1{2u}\,\frac3{2u}\,\frac{e^u}{2u}+\dots\nonumber\\
&=\frac{e^u}{2u}\left[1+\frac1{2u}+\frac3{4u^2}+O(u^{-3})\right].
\end{align}
The successive values are 57.2, 61.5 and 62.5, against 63.2 for the full average. The series is asymptotic: at a fixed barrier its terms eventually grow, so adding ever more of them does not improve the result. The number 57 is thus the leading large-barrier value.

For a low barrier the estimate fails altogether. Expanding Eq.~(\ref{eq:R}) for $u\ll1$ gives $R=\int_0^1(1+us^2+\dots)ds=1+u/3+\dots$, which tends to one as it must, whereas $R_0$ diverges. There is then no thin resistive region next to the core. This compares the two formulas only: at such a low barrier the ions are hardly depleted, and the depletion model itself no longer applies.

The gap between 57 and 63 should be set against the uncertainty of the barrier. At 700 K, $R$ is 55 for 0.39 V and 73 for 0.41 V, so an error of 0.01 V matters more than the choice of formula. Conversely, if an enhancement of 57.2 is given and the barrier is sought, Eq.~(\ref{eq:lead}) returns 0.40 V and the exact average a value between 0.39 and 0.40 V. With the barrier held at 0.40 V, $R$ is 161 at 600 K and 32 at 800 K.

\section{What the depletion model leaves out}

\subsection{Charge of the mobile ions}

Near the outer edge the ions are not fully depleted. Restoring their charge, with $y=\phi/kT$, $L=\sqrt{\varepsilon kT/(4\pi N)}=1.34$ nm and $\xi=x/L$, Poisson's equation reads
\begin{equation}
\frac{d^2y}{d\xi^2}=1-e^{-y}.
\end{equation}
Multiply by $dy/d\xi$ and integrate, with $y=dy/d\xi=0$ in the bulk:
\begin{equation}
\left(\frac{dy}{d\xi}\right)^2=2\left(y-1+e^{-y}\right).
\label{eq:first}
\end{equation}
The depletion model has $2y$ on the right. At the same barrier the field at the core is therefore weaker, by a factor 0.92 here, and the resistive region is thicker. The added bulk thickness per side is
\begin{equation}
\int_0^\infty(e^y-1)\,dx=L\int_0^u\frac{e^y-1}{|dy/d\xi|}\,dy .
\label{eq:added}
\end{equation}
It comes to 338 nm instead of 303 nm, an increase of 11\%. Referred to the same width $\lambda$, the enhancement is 70. For large $u$ the integral is dominated by $y$ near $u$, and the relative increase tends to $\sqrt{u/(u-1)}-1\approx1/(2u)$. At the present barrier $1/(2u)$ is 7.5\%, so higher terms still count.

\subsection{Acceptors that are not frozen}

The opposite limit lets the acceptors equilibrate at 700 K. Let them fill a fraction $f=0.01$ of their sites in the bulk. Being negative, they are attracted to the core, and their filling $\theta$ obeys $\theta/(1-\theta)=e^{y}f/(1-f)$. Their density is then $N\theta/f=Ne^y/(1-f+fe^y)$, which replaces the constant 1 in the equation for $y$. The same integration gives
\begin{equation}
\left(\frac{dy}{d\xi}\right)^2=2\left[\frac{\ln(1-f+fe^y)}{f}+e^{-y}-1\right].
\end{equation}
With the barrier held at 0.40 V, Eq.~(\ref{eq:added}) now gives about 70 nm, less than a quarter of the depletion value. The layer contracts because more negative charge sits close to the core. The decay length there would be 0.065 nm, shorter than a lattice spacing, so this continuum figure shows only the direction of the effect, not its size.

\subsection{Lattice planes}

Even in the frozen case $\ell=0.37$ nm is comparable with a lattice spacing. Let ions hop between planes with rates $w\,e^{\mp(y_{i+1}-y_i)/2}$, forward and backward, and write the occupation as $n_i=a_ie^{-y_i}$. The net current is
\begin{equation}
J=w\,e^{-(y_i+y_{i+1})/2}\,(a_i-a_{i+1}),
\end{equation}
so each hop has a resistance proportional to $e^{(y_i+y_{i+1})/2}$. A numerical solution for hops much shorter than $\ell$ reproduces $R=63.2$. With planes 0.42 nm apart, one of them at the core, the added thickness is 292 nm, 4\% below the continuum value. This figure belongs to the symmetric rates. If instead only uphill hops are slowed, a hop has a resistance proportional to $e^{\max(y_i,y_{i+1})}$. The hop next to the core then alone counts as $e^{u}\times0.42\ \mathrm{nm}\approx320$ nm of bulk, more than the whole continuum value, and the correction changes sign.

\subsection{Relation to real ceramics}

The parameters are rough values for a lightly doped, hydrated perovskite proton conductor; such ceramics are usually doped ten or more times as heavily. At a fixed barrier, doping above the 1\% used here leaves the depletion-model $R$ unchanged and shrinks $\lambda$ as $N^{-1/2}$, which makes the continuum picture worse: at ten times the doping $\ell$ is about 0.12 nm, well below a lattice spacing, the field at the core is about 5 MV/cm, and the continuum value of $R$ can no longer be trusted. The assumption most open to doubt is the uniform acceptor profile, since acceptors can move to the boundary while the ceramic is fired. The limit above shows the direction of the effect at a fixed barrier. If the barrier was also 0.40 V at the firing temperature, the limit overstates the effect: the barrier was then fewer $kT$, so the profile frozen in on cooling is less concentrated at the core than one in equilibrium at 700 K. A higher barrier during firing weakens this argument, and a much higher one can reverse it.

Two further effects are not in the numbers. The mean acceptor spacing is 1.9 nm, and the Coulomb energy at that distance is $0.17\,kT$. Randomly placed acceptors therefore make the potential, and with it the resistivity, vary along the boundary. Many acceptors act together, so this single energy does not give the size of the variation. The built-in field at the core reaches 1.6 MV/cm, where a permittivity as high as 75 may no longer be constant. The corrections calculated here for uniform, frozen acceptors put the enhancement at roughly 60 to 70. These corrections were calculated one at a time, with symmetric hop rates and a lattice plane at the core. Moving the core to a point between planes lowers the lattice value, which taken alone then falls below 60, and another form of the hop rates can raise it well above 70. The two effects left out can also move the enhancement outside this range. The values used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
barrier: 0.4 V
temperature: 700 K
relative permittivity: 75
acceptor density: 0.14 nm^-3
acceptor-site density: 14 nm^-3
acceptor site fraction: 0.01
plane spacing: 0.42 nm
grain size: 1000 nm
thermal energy kT: 0.060321 eV
u = barrier/kT: 6.6312
exp(u), resistivity ratio at the core: 758.36
leading enhancement exp(u)/(2u): 57.18
with first correction: 61.49
with two corrections: 62.47
full depletion-layer enhancement R: 63.25
R from hopping master equation: 63.25
R / leading form: 1.106
depletion width, one side: 4.867 nm
depletion width, one side: 48.67 angstrom
Debye length: 1.336 nm
decay length width/(2u): 0.367 nm
resistance share within decay length: 57.7 %
added bulk thickness, one side: 302.9 nm
ceramic/bulk resistivity: 1.606
Neglected effects:
added thickness with mobile-ion charge: 337.6 nm
its ratio to depletion model: 1.114
enhancement over same width: 70.37
core field / depletion-model field: 0.9216
added thickness, equilibrated acceptors: 69.2 nm
its ratio to depletion model: 0.228
its decay length at the core: 0.065 nm
added thickness on discrete planes: 292.1 nm
its ratio to depletion model: 0.964
mean acceptor spacing: 1.93 nm
Coulomb energy at that spacing: 0.01 eV
that energy / kT: 0.17
built-in field at the core: 1.64 MV/cm
R at 0.39 V: 55.15
R at 0.41 V: 72.59
R at 600 K, same barrier: 160.7
R at 800 K, same barrier: 32.18
\end{verbatim}
